# Why Thin-Plate Theory Overestimates the Bending Rigidity of Graphene

A model graphene sheet, stretched in its plane, has a two-dimensional Young modulus of 15.97 eV/Å² and a Poisson ratio of 0.371. Put into the thin-plate formula with a thickness of 3.35 Å, the spacing of layers in graphite, these values give a bending rigidity of 17.3 eV. When the same sheet is actually bent, its energy gives 1.27 eV. The plate formula is too large by a factor of 13.6, although both numbers come from one sheet.

Real graphene shows the same discrepancy. With rough values of 21 eV/Å² and 0.2 the formula gives 20.5 eV, against an accepted monolayer value of roughly 1.5 eV.

The formulas below hold in any consistent units; numbers are in eV and Å, with nm for the device example. The modulus $Y$ is force per length. A sheet bent into a cylinder of radius $R$ has curvature $\kappa=1/R$, and its rigidity $D$ is defined by the energy per area $w=D\kappa^2/2$ at small $\kappa$.

## What the plate formula assumes

Take a homogeneous isotropic plate of thickness $h$ and ordinary Young modulus $E=Y/h$. Bend it along $x$, with no strain along $y$ and no stress on its faces. Material at height $z$ above the mid-surface is stretched by $\epsilon_{xx}=\kappa z$. Since the plate is thin, $\sigma_{zz}=0$ throughout, and Hooke's law reads

$$\epsilon_{yy}=\frac{\sigma_{yy}-\nu\sigma_{xx}}{E}=0,\qquad \epsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}.$$

The first equation gives $\sigma_{yy}=\nu\sigma_{xx}$, and the second then gives $\sigma_{xx}=E\kappa z/(1-\nu^2)$. Only $\sigma_{xx}\epsilon_{xx}/2$ contributes to the energy density, because $\epsilon_{yy}$ and $\sigma_{zz}$ vanish. Hence

$$w=\frac{E\kappa^2}{2(1-\nu^2)}\int_{-h/2}^{h/2}z^2\,dz=\frac{E\kappa^2}{2(1-\nu^2)}\,\frac{h^3}{12},$$

$$D_{\rm plate}=\frac{Yh^2}{12(1-\nu^2)}.$$

For the model sheet,

$$D_{\rm plate}=\frac{15.97\times3.35^2}{12(1-0.371^2)}\approx17.3\ \text{eV}.$$

The derivation is sound for a plate. The factor $z^2$ shows where the energy sits: the part within $|z|<z_0$ is the fraction $(2z_0/h)^3$, so half of it lies more than 1.33 Å from the mid-surface. There the formula needs elastic material, bonded to the rest and stretched or compressed. A single layer of atoms has none.

## A sheet with stiffness in its plane and no bending rigidity

A counter-example shows that $Y$ alone cannot determine $D$. Place point masses on a honeycomb lattice with bond length $a$. Join nearest neighbours by springs of constant $k_1$ and next-nearest neighbours by springs of constant $k_2$, all unstretched in the flat state.

**Stretching.** Write the strains as $\epsilon_x=\epsilon_s+\epsilon_d$ and $\epsilon_y=\epsilon_s-\epsilon_d$. A spring of length $\ell$ at angle $\theta$ to $x$ lengthens by $\ell(\epsilon_s+\epsilon_d\cos2\theta)$. The nearest-neighbour bonds lie at 0°, 120° and 240°, where $\cos2\theta=\cos\theta$. The two sublattices may also shift relative to each other by $u$ along $x$, which adds $u\cos\theta$. The extension of these bonds is therefore

$$a\epsilon_s+(a\epsilon_d+u)\cos\theta .$$

The cosines sum to zero, so there is no cross term in the summed squares, and the energy is lowest at $u=-a\epsilon_d$. The three bonds of a cell then store $\tfrac32k_1a^2\epsilon_s^2$.

The longer springs, of length $\sqrt3a$, join atoms of the same sublattice and do not feel $u$. Each cell has six, two in each of the directions 30°, 90° and 150°. There $\cos2\theta=\tfrac12,-1,\tfrac12$, with sum 0 and sum of squares $\tfrac32$. Their energy is

$$2\cdot\frac{k_2}{2}\,3a^2\left(3\epsilon_s^2+\frac32\epsilon_d^2\right)=9k_2a^2\epsilon_s^2+\frac92k_2a^2\epsilon_d^2.$$

An isotropic sheet with area modulus $B$ and shear modulus $\mu$ has energy per area $2B\epsilon_s^2+2\mu\epsilon_d^2$. Dividing the spring energies by the cell area $A=3\sqrt3a^2/2$ and comparing,

$$B=\frac{k_1+6k_2}{2\sqrt3},\qquad \mu=\frac{\sqrt3}{2}k_2.$$

In a pull along $x$ the stresses are $\sigma_x=2B\epsilon_s+2\mu\epsilon_d=\sigma$ and $\sigma_y=2B\epsilon_s-2\mu\epsilon_d=0$. Thus $\epsilon_s=\sigma/4B$, $\epsilon_d=\sigma/4\mu$, and

$$Y=\frac{\sigma}{\epsilon_s+\epsilon_d}=\frac{4B\mu}{B+\mu},\qquad \nu=\frac{\epsilon_d-\epsilon_s}{\epsilon_d+\epsilon_s}=\frac{B-\mu}{B+\mu}.$$

For $k_1=20$ and $k_2=10$ eV/Å², $B=23.1$ and $\mu=8.66$ eV/Å², so $Y=25.2$ eV/Å² and $\nu=0.45$. A separate numerical strain calculation gives 25.19 eV/Å² for $Y$. The plate formula with 3.35 Å would assign this sheet about 30 eV.

**Bending.** Roll the sheet along $x$. Two atoms separated by $(x,y)$ in the flat sheet are now joined by a chord with components

$$\left(R\sin\kappa x,\; y,\; R(\cos\kappa x-1)\right).$$

Its squared length is

$$2R^2(1-\cos\kappa x)+y^2=x^2+y^2-\frac{\kappa^2x^4}{12}+\dots$$

With $\ell^2=x^2+y^2$, the spring has shortened by $\kappa^2x^4/(24\ell)$ and stores

$$\frac k2\left(\frac{\kappa^2x^4}{24\ell}\right)^2\propto\kappa^4.$$

There is no $\kappa^2$ term, so $D=0$. Doubling the curvature from 0.02 to 0.04 Å⁻¹ multiplies the computed energy by 15.997, close to the factor 16 of a fourth power; a quadratic energy would give 4.

This sheet is not a model of graphene. It shows that in-plane stiffness does not imply bending rigidity when all the atoms lie on one surface.

## The correct statement for one layer and for many

Let $N$ identical layers have spacing $d$, and let each have its own moduli $Y$, $\nu$ and bending rigidity $D_1$. If the layers are bonded so that they cannot slip, then for $\kappa Nd\ll1$

$$\boxed{D_N=N D_1+\frac{Yd^2}{12(1-\nu^2)}\,(N^3-N)}$$

**Proof.** Bend the stack along $x$ with no strain along $y$. Without slip, layer $i$ at height $z_i$ is stretched by $\epsilon_0+\kappa z_i$, where $\epsilon_0$ is a common strain that the stack may choose. By the Hooke's-law step above, a layer strained along $x$ alone has stiffness $Y/(1-\nu^2)$. The energy per area is

$$w=\frac{Y}{2(1-\nu^2)}\sum_{i=1}^{N}(\epsilon_0+\kappa z_i)^2+\frac N2D_1\kappa^2 .$$

Measure heights from the middle of the stack, $z_i=d\,[i-(N+1)/2]$, so that $\sum z_i=0$. The sum becomes $N\epsilon_0^2+\kappa^2\sum z_i^2$, lowest at $\epsilon_0=0$. Finally,

$$\sum_i\frac{z_i^2}{d^2}=\frac{N(N+1)(2N+1)}{6}-\frac{N(N+1)^2}{4}=\frac{N(N+1)(N-1)}{12}=\frac{N^3-N}{12}.$$

Comparing $w$ with $D_N\kappa^2/2$ proves the formula.

For $N=1$ the second term vanishes and the rigidity is $D_1$, a separate property of the layer. The plate formula for the stack uses thickness $Nd$ and total modulus $NY$, and so gives $N^3Yd^2/[12(1-\nu^2)]$. It has $N^3$ where the layers have $N^3-N$, and it omits $ND_1$. For one layer, the missing $-N$ cancels the entire 17.3 eV.

For two layers of the model sheet the no-slip result is

$$D_2=2(1.272)+6(17.32)\approx106.5\ \text{eV}.$$

The plate value is $8(17.32)\approx138.6$ eV, 30% above it. For ten layers the values are 17163 and 17324 eV, a difference of 0.9%. The plate is thus the limit of many bonded layers. (The numerical output lists 69.3 and 1732.4 eV for plates of two and ten layers. Those lines keep the modulus of a single layer and must be multiplied by $N$ to describe the stack.)

Slip changes the result strongly. If the layers slide freely, each chooses its own $\epsilon_0$ and removes its stretching, leaving $ND_1$, or 2.5 eV for two layers. Partial slip lies between these limits.

## What supplies the rigidity of one layer

In the model each atom has one $s$ and three $p$ orbitals, with the $s$ level 7.0 eV below the $p$ level. Let $\mathbf n$ be the unit vector from an atom to its neighbour, and let $\mathbf e_i$ and $\mathbf e'_j$ be the axes of their $p$ orbitals. The hopping energies are

$$\langle s|H|s'\rangle=V_{ss},\qquad \langle s|H|p'_j\rangle=V_{sp}\,\mathbf n\cdot\mathbf e'_j,\qquad \langle p_i|H|s'\rangle=-V_{sp}\,\mathbf n\cdot\mathbf e_i,$$

$$\langle p_i|H|p'_j\rangle=V_\pi\,\mathbf e_i\cdot\mathbf e'_j+(V_\sigma-V_\pi)(\mathbf n\cdot\mathbf e_i)(\mathbf n\cdot\mathbf e'_j),$$

with $V_{ss}=-4.5$, $V_{sp}=5.0$, $V_\sigma=6.0$ and $V_\pi=-2.7$ eV at $a=1.42$ Å. They scale with bond length as $r^{-2}$. Each bond also has a repulsion $v_0(a/r)^4$.

The energy of a two-atom cell is that of its eight electrons, filling the four lowest bands, plus the repulsion of its three bonds. If all lengths grow by a factor $e^\eta$, the repulsion changes at the rate $-12v_0$ at $\eta=0$. Equilibrium therefore requires $v_0=\tfrac1{12}\,dE_{\rm band}/d\eta$, which is 11.592 eV.

In the rolled sheet, let the orbital axes of each atom follow the local tangent, cylinder axis and normal. Every cell then has the same surroundings in its own axes, so the two-atom cell remains valid at any curvature, and

$$D_1=\lim_{\kappa\to0}\frac{2[E(\kappa)-E(0)]}{A\kappa^2}=1.272\ \text{eV}.$$

As a test of this construction, the levels of a tube with eight cells around its circumference were also computed with orbitals along fixed Cartesian axes. The two sets agree to $6\times10^{-14}$ eV.

**Bond shortening does not contribute.** Rolling changes the in-plane components of the bond vectors at order $\kappa^2$. To first order, such a change costs energy only if the flat sheet exerts a force along it. By mirror symmetry, the force conjugate to a bond vector points along the bond. By threefold symmetry its size $f$ is the same for all three bonds. Uniform stretching changes the energy at the rate $3af$, which vanishes at equilibrium, so $f=0$ and the shortening enters at order $\kappa^4$.

Internal relaxation does not alter $D_1$ either. A height difference between the sublattices changes sign under a half-turn about the normal through a bond centre, which leaves $\kappa$ unchanged, so no term linear in both can occur. An in-plane shift is unchanged by reflection in the sheet, which reverses $\kappa$, so that product is excluded too.

The rigidity therefore comes from the tilt of orbitals and bonds relative to each other. Holding the hopping strengths fixed at any bond length, and dropping the repulsion, again gives 1.272 eV.

**Direction of bending.** Curvature consists of its trace and a part that turns through $2\theta$ when the axes turn through $\theta$. Products of the latter with itself are either invariant or turn through $4\theta$; its product with the trace turns through $2\theta$. Threefold symmetry forbids the $2\theta$ and $4\theta$ terms, so $D_1$ is the same in every direction. Turning the bending axis by 15° and 30° gives 1.272 eV each time.

**Sigma and pi parts.** With the hopping strengths fixed, $D_1$ splits into 2.000 eV from the $s$ and in-plane $p$ orbitals, −0.341 eV from the normal $p$ orbitals and −0.387 eV from their mixing. The negative $\pi$ part may surprise, since misaligned $p$ orbitals suggest weaker bonding. Its sign follows from the hopping rule together with the chosen hopping strengths.

For a bond at angle $\theta$ to $x$, the normals at its ends differ by an angle $\kappa a\cos\theta$, so their scalar product is $1-\tfrac12\kappa^2a^2\cos^2\theta$. The bond makes scalar products $\mp\tfrac12\kappa a\cos^2\theta$ with them. Hence

$$V_{zz}=V_\pi\left(1-\frac{\kappa^2a^2\cos^2\theta}{2}\right)-(V_\sigma-V_\pi)\frac{\kappa^2a^2\cos^4\theta}{4}.$$

Over the three bonds, $\cos^2\theta$ averages to $\tfrac12$ and $\cos^4\theta$ to $\tfrac38$, so

$$\overline{V_{zz}}=V_\pi-\frac{\kappa^2a^2}{32}(3V_\sigma+5V_\pi).$$

Here $3V_\sigma+5V_\pi=4.5$ eV. The average hopping becomes more negative than $-2.7$ eV, which strengthens the $\pi$ bonding: the tilt brings in some $\sigma$ overlap, and this outweighs the loss from misalignment. The sign is not general: with $V_\sigma=5.0$ and $V_\pi=-3.1$ eV the same sum is $-0.5$ eV, and the $\pi$ part becomes slightly positive, 0.04 eV. The division also depends on taking the normal as the $\pi$ axis, so the parts are bookkeeping and not separately measurable.

## An effective thickness

One may choose $h$ so that the plate formula returns the computed rigidity:

$$h_{\rm eff}=\sqrt{\frac{12(1-\nu^2)D_1}{Y}}=0.908\ \text{Å}.$$

This is a restatement of $D_1$ in units of length. It is neither the layer spacing nor the extent of the electron cloud, and it does not predict $D_1$, which had to be known first.

## A graphene strip on a rounded fin

Suppose a graphene channel strip with a free end lies over a rounded fin. The radius measured to the sheet is 2.0 nm, and the adhesion energy is $\Gamma=0.6$ eV/nm², a value chosen for illustration, since adhesion varies widely between surfaces. If a length $s$ at the end peels off and straightens, then per unit width the strip loses adhesion $\Gamma s$ and releases bending energy $Ds/(2R^2)$. Without tension, and with short-range adhesion, the end stays attached if

$$\Gamma>\frac{D}{2R^2},\qquad\text{that is,}\qquad R>R_c=\sqrt{\frac{D}{2\Gamma}}.$$

The model rigidity gives $R_c=\sqrt{1.272/1.2}=1.03$ nm, so the strip stays on the fin. The plate value gives $\sqrt{17.32/1.2}=3.80$ nm and wrongly predicts peeling. In energies, bending to 2.0 nm costs 0.159 eV/nm² in the model and 2.165 eV/nm² by the plate formula. The two predictions differ only when the adhesion energy lies between these values; on a surface that holds graphene more strongly, both would keep the strip attached.

**Size of the neglected effects.** At 2.0 nm, terms beyond $\kappa^2$ change the bending energy by less than 0.01% when the sheet is rolled along a bond, and by about 0.02% when the bending direction is turned by 30°. Letting the atoms relax lowers the energy by roughly another 0.02%. Why these corrections are so small is not derived here. Changing one electronic parameter at a time by 10% moves $D_1$ between 1.141 and 1.392 eV, far less than the gap to the plate value. Finer sampling of the Brillouin zone leaves $D_1$ at 1.272 eV; together with a smaller strain step it moves $Y$ from 15.97 to 15.98 eV/Å² and the plate value from 17.32 to 17.33 eV, so the last digits of these and of the stack values derived from them are not significant.

Temperature matters more where the sheet is free. Consider a simply supported square of side $L=10$ nm at 300 K, with thermal energy $\Theta=0.0259$ eV. A mode $c\sin(m\pi x/L)\sin(n\pi y/L)$ has $q^2=\pi^2(m^2+n^2)/L^2$ and bending energy $DL^2q^4c^2/8$. Equipartition sets the mean of this energy to $\Theta/2$, so $\langle c^2\rangle=4\Theta/(DL^2q^4)$. The mode's mean squared height is a quarter of that. Summing over modes,

$$\langle h^2\rangle=\frac{\Theta L^2}{\pi^4D}\sum_{m,n\ge1}\frac{1}{(m^2+n^2)^2}.$$

The double sum is about 0.42, and the rms ripple is 0.94 Å. A ripple of height $h$ stretches the sheet by about $(qh)^2$. Its stretching energy, of order $Yq^4h^4$, compares with the bending energy $Dq^4h^2$ in the ratio $Yh^2/D$, up to a numerical factor. At $h=h_{\rm eff}$ this ratio is already $12(1-\nu^2)\approx10$, so stretching matters at smaller heights. Including the stretching energy of the lowest mode alone lowers its mean squared amplitude at 10 nm to about 0.5 of the harmonic value if the edges can slide in the plane, and to about 0.3 if they are fixed; at 3 nm the factors are about 0.85 and 0.66. The harmonic 0.94 Å is therefore an overestimate, and at room temperature bending and stretching can no longer be treated separately for free spans beyond a few nanometres.

**Model and real material.** Compared with the rough values for graphene, the model's $Y$ is about a quarter too low, its Poisson ratio is nearly twice too large, and its $D_1$ is about 15% low. That the overestimate is 13.6 in both cases is therefore partly a coincidence. The model omits orbital overlap, distant hoppings and self-consistent charge; it gives the mechanism and the scale, not a precise rigidity.

A real fin also breaks the assumption of uniform contact. If roughness left a quarter of the area in contact, the effective adhesion would fall to 0.15 eV/nm², just below the required 0.159 eV/nm², and $R_c$ would double to 2.06 nm. If adhesion is proportional to the contact area, the prediction of attachment at 2.0 nm therefore holds for a free end, negligible tension and contact over more than about 27% of the area. A weaker adhesion than the value assumed here would require more contact.

## Computed results

```
Bond length, chosen: 1.42 angstrom
Assigned plate thickness: 3.35 angstrom
Cell area (two atoms): 5.239 angstrom^2
Model p-s splitting: 7.0 eV
Model ss-sigma: -4.5 eV
Model sp-sigma: 5.0 eV
Model pp-sigma: 6.0 eV
Model pp-pi: -2.7 eV
Repulsion per bond from equilibrium: 11.592 eV
Rough real Y: 21 eV/angstrom^2
Rough real Poisson ratio: 0.2
Rough accepted monolayer D: 1.5 eV
Plate D from rough real inputs: 20.5 eV
Plate/accepted ratio, rough: 13.6
Model Y: 15.97 eV/angstrom^2
Model Y converted: 256 N/m
Model Poisson ratio: 0.371
Model D: 1.272 eV
Model D converted: 2.038e-19 J
Model D, bending axes turned 15 deg: 1.272 eV
Model D, bending axes turned 30 deg: 1.272 eV
Model D with fixed hopping strengths: 1.272 eV
Sigma part of D: 2.000 eV
Pi part of D: -0.341 eV
Sigma-pi mixing part of D: -0.387 eV
Plate D from model Y and nu: 17.32 eV
Plate/model D ratio: 13.6
Effective fitting thickness: 0.908 angstrom
Explicit-tube spectrum difference: 5.7e-14 eV
Spring-sheet Y: 25.19 eV/angstrom^2
Spring energy ratio on doubling curvature: 15.997
No-slip stack D, N=2: 106.5 eV
Plate D, h=N*3.35 angstrom, N=2: 69.3 eV
No-slip stack D, N=10: 17163.3 eV
Plate D, h=N*3.35 angstrom, N=10: 1732.4 eV
Fin radius to sheet: 2.0 nm
Rough adhesion: 0.6 eV/nm^2
Limiting radius, model D: 1.03 nm
Limiting radius, full model energy: 1.03 nm
Limiting radius, plate D: 3.80 nm
Fin bending energy, model D: 0.159 eV/nm^2
Fin bending energy, plate D: 2.165 eV/nm^2
Correction beyond curvature squared: -0.00 percent
Lowest D, one parameter changed 10%: 1.141 eV
Highest D, one parameter changed 10%: 1.392 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Free square span: 10 nm
Harmonic rms ripple: 0.94 angstrom
```
